Why deep boron acceptors conduct poorly yet block fully in diamond

**Question.** At room temperature most boron acceptors in a diamond drift layer are neutral and supply no free hole, so the layer has a high on-resistance. Under steady reverse bias the same layer carries a space charge set by nearly all of its acceptors, less the compensating donors. How can one dopant be mostly un-ionized in the first case and almost fully ionized in the second?

**Answer.** The ionization of an acceptor depends on the density of holes around it as well as on its energy level. A neutral acceptor emits its hole by thermal excitation at some rate, and an ionized acceptor captures a passing hole at a rate proportional to the local hole density. In the neutral layer the emitted holes stay nearby, because charge neutrality holds them there, and they are soon recaptured. In the depleted layer the field carries them away. Emission goes on, capture is starved of holes, and the acceptors end up ionized.

**The occupation law**

Let N_A be the acceptor density and N_D < N_A the density of compensating donors, all ionized. The boron level lies E_A above the valence-band edge, and a neutral acceptor has g = 4 equivalent states. Suppose that acceptors exchange holes with the valence band alone. A neutral acceptor emits at rate e, and an ionized one captures at rate c p, where p is the hole density. In steady state

e (N_A − N_A⁻) = c p N_A⁻,

where N_A⁻ is the ionized density. Equilibrium fixes e/c. With the Fermi level E_F measured from the valence-band edge, the four neutral states together have the weight g exp[(E_A − E_F)/kT] relative to the single ionized state. For non-degenerate holes p = N_v exp(−E_F/kT), where N_v is the effective density of the valence band. Eliminating E_F gives

(N_A − N_A⁻)/N_A⁻ = p/p₁,  p₁ = (N_v/g) exp(−E_A/kT).

Hence e = c p₁, and the ionized fraction is

f = N_A⁻/N_A = 1/(1 + p/p₁).

A deep level makes p₁ small. The acceptor is mostly neutral where p ≫ p₁ and mostly ionized where p ≪ p₁.

**The neutral layer and its resistance**

Call the hole density of the neutral layer p₀ and the net doping N_net = N_A − N_D. Neutrality requires N_A⁻ = p₀ + N_D, so the neutral acceptors number N_net − p₀. The occupation law then reads

p₀ (p₀ + N_D) = p₁ (N_net − p₀).

This is a quadratic equation with the positive root

p₀ = ½ {−(N_D + p₁) + √[(N_D + p₁)² + 4 p₁ N_net]}.

Two limits are useful when p₁ is small. Without donors p₀ ≈ √(p₁N_A). With p₁ ≪ p₀ ≪ N_D it becomes p₀ ≈ p₁N_net/N_D. Donors lower p₀ strongly because they keep some acceptors ionized even without free holes, and these acceptors are ready to capture.

At low field the current density is J = q μ p₀ V_on/t, where μ is the mobility of a free hole, t the layer thickness and V_on the voltage across it. The specific on-resistance is therefore

R_on = V_on/J = t/(q μ p₀).

If all net holes were free, p₀ would be replaced by N_net. With mobility, thickness and net doping held fixed, the deep level raises the resistance by N_net/p₀.

The same factor follows from the history of one hole. It is free for an average time 1/(c N_A⁻), then trapped for 1/(c p₁). Its free share of the time is

(1/N_A⁻)/(1/N_A⁻ + 1/p₁) = p₁/(p₁ + N_A⁻) = p₀/N_net.

The last equality is the neutrality equation rearranged: p₀N_A⁻ = p₁N_net − p₁p₀.

**The depleted layer and its charge**

Let x run from the neutral layer towards a Schottky contact, and let φ be the electrostatic potential relative to the neutral layer. Reverse bias makes the contact positive, so φ rises along x and pushes holes back into the layer. Write u = qφ/kT. At the depletion edge the hole quasi-Fermi level is taken as flat, which needs a small leakage current; then

p = p₀ exp(−u).

Poisson's equation, with r = p₀/p₁, is

d²φ/dx² = (q/ε) [N_A/(1 + r e^(−u)) − N_D − p₀e^(−u)].

Multiply both sides by dφ/dx = (kT/q) du/dx. The left side becomes half the derivative of E², where E = dφ/dx is the field magnitude. Integrate from the neutral layer, where u = 0 and E = 0. The acceptor term needs

∫₀ᵘ du′/(1 + r e^(−u′)) = ∫₀ᵘ e^(u′) du′/(e^(u′) + r) = ln[(eᵘ + r)/(1 + r)].

The result is

E² = (2kT/ε) {N_A ln[(eᵘ + r)/(1 + r)] − N_D u − p₀(1 − e^(−u))}.

At the contact u is very large, so ln(eᵘ + r) → u and e^(−u) → 0. Also 1 + r = 1/f₀, where f₀ = (N_D + p₀)/N_A is the ionized fraction of the neutral layer. With V the total band bending, in volts, u = qV/kT and the surface field E_s obeys

E_s² = (2qN_net/ε)(V − δV),

δV = (kT/q) [N_A ln(1/f₀) + p₀]/N_net.

Incomplete ionization in the neutral layer thus enters the blocking charge as a small voltage offset. The charge per area has magnitude Q = εE_s, so Q² rises with V at the slope 2qεN_net. A static measurement of this slope returns the net doping, not p₀. Nearly every acceptor in the depleted layer is charged, but the positive donors cancel part of the charge.

For shallow acceptors f₀ → 1 and p₀ → N_net, so δV → kT/q, the usual correction for the tail of mobile holes. For deep acceptors without donors, let M = N_A/p₀ be the factor by which the resistance rises. Then f₀ = 1/M and

δV = (kT/q)(ln M + 1/M).

The resistance pays the full factor M, while the space charge pays its logarithm in units of kT/q. The reason is that p falls exponentially with band bending: about kT ln M brings it down to p₁, and a few kT more bring it far below.

**A diamond drift layer at 300 K**

Take t = 10 µm, N_A = 1×10¹⁶ cm⁻³, N_D = 1×10¹⁵ cm⁻³, E_A = 0.37 eV, relative permittivity 5.7 and a rough mobility of 1500 cm²/Vs. A rough density-of-states mass of 0.9 electron masses gives N_v = 2.14×10¹⁹ cm⁻³. With kT = 0.02585 eV,

p₁ = (2.14×10¹⁹/4) exp(−0.37/0.02585) = 3.26×10¹² cm⁻³.

The quadratic gives p₀ = 2.84×10¹³ cm⁻³, although N_net = 9×10¹⁵ cm⁻³. In the neutral layer f₀ = 0.103, and most of these ionized acceptors merely balance donors. The resistance is

R_on = 10⁻³ cm/(1.602×10⁻¹⁹ C × 1500 cm²/Vs × 2.843×10¹³ cm⁻³) ≈ 0.146 Ω cm² = 146 mΩ cm².

With all net holes free it would be 0.46 mΩ cm², smaller by a factor of about 317. Without donors p₀ would be 1.79×10¹⁴ cm⁻³. The donors therefore remove 10% of the net doping but cut the hole density by a factor of 6.3.

Now apply a total band bending of 1000 V. The offset is

δV = 0.02585 V × [10¹⁶ × ln(1/0.1028) + 2.84×10¹³]/(9×10¹⁵) = 0.065 V.

The surface charge falls short of its value for δV = 0 by the fraction δV/(2V) = 3.3×10⁻⁵. The surface field is 2.39 MV/cm, the charge is 1.21 µC/cm², and the depletion width is

W = εE_s/(qN_net) = 8.37 µm,

which fits within the layer. If p₀ alone set the charge, the width in a sufficiently thick layer would be √[2εV/(qp₀)] = 149 µm.

Numerical integration of Poisson's equation shows the size of the edge. The net charge density rises from 10% to 99% of qN_net over 165 nm, about 2% of W, and reaches 99% at a band bending of 0.18 V.

**When the blocking charge is not complete**

Ionization takes time. If holes are swept out faster than acceptors emit, the charge left behind is at first q(f₀N_A − N_D) = qp₀ per volume. The 149 µm width then has a meaning: if emission kept its slow zero-field rate, a sudden 1000 V would at first deplete the whole 10 µm layer. For a round capture cross-section σ = 10⁻¹⁴ cm² and thermal speed v_th = √(3kT/m), with m the density-of-states mass, the zero-field emission time 1/(σv_th p₁) is 2.5 µs. Integrating the rate equations, with holes removed at a rate of 10⁷ cm/s divided by W, gives 99% ionization after 12 µs.

A field shortens this time. Along the field, the potential energy of a hole near an ionized acceptor is −q²/(4πεs) − qFs, with s the distance and F the local field. Its maximum is at s = √[q/(4πεF)] and lies q√[qF/(πε)] below the zero-field barrier top. This lowering equals E_A at about 1.4 MV/cm, so the 12 µs is only a zero-field estimate. A sudden 1000 V across the still nearly uncharged layer gives about 1 MV/cm and a lowering of 0.32 eV. With this classical lowering, averaged over the directions of escape, the emission time falls to about 0.15 ns, comparable with the 0.1 ns a hole needs to cross the layer at 10⁷ cm/s. This omits direct tunnelling out of the acceptor, which a hydrogen-like estimate puts at about 0.04 ns at 1 MV/cm but about 10 ns at 0.7 MV/cm. Most of the charge can then form within nanoseconds, while the weak-field edge lags behind.

Leakage can also refill acceptors. For an ideal contact with a 1.6 eV barrier, a semiclassical tunnelling estimate with image-force lowering and a light mass of 0.3 electron masses gives about 10⁻⁶ A/cm². At 10⁷ cm/s the leakage holes then have a density of about 2×10⁻⁷ p₁. At the zero-field emission rate, refilling 1% of the acceptors would take 0.05 A/cm², which at 1000 V means about 50 W/cm² of heat. Faster emission in the field raises the current needed. The leakage estimate is exponentially sensitive to the contact: the same calculation gives about 4×10⁻⁴ A/cm² for a 1.4 eV barrier and about 0.08 A/cm² for 1.2 eV, above the zero-field refilling current, and defects in real contacts can add more.

**Beside real devices**

The boron level, doping and thickness are in the regime of diamond Schottky diodes for the kilovolt range. The 10% compensation is high for a good layer; without donors, at the same mobility, R_on would be about 23 mΩ cm². The surface field is 0.4 of a rough critical field of 6 MV/cm, but this planar model omits field crowding at device edges, which can cause earlier breakdown. The assumption of 300 K matters greatly for conduction. At 500 K the model gives p₀ = 3.1×10¹⁵ cm⁻³, and with a rough T⁻² mobility law R_on falls to 3.7 mΩ cm²; a steeper exponent of −2.8 gives 5.6 mΩ cm².

Further corrections act on the 300 K resistance. Counting two further neutral states from the nearby split-off band, taken at the same energy as the other four and with N_v unchanged, multiplies p₀ by 0.67 and so raises R_on by about half, to about 220 mΩ cm². A mass of 0.9 is close to what commonly quoted heavy, light and split-off masses give together (heavy and light alone give about 0.75), so g ≈ 6 is its more consistent partner. The mass itself is uncertain: a thermal count over the warped valence bands gives about 1.2 to 2, depending on the band parameters, which with g ≈ 6 puts R_on at roughly 65 to 135 mΩ cm². The 146 mΩ cm² is therefore good only to about a factor of two. At 10 A/cm² the on-state field, estimated from Ohm's law with the hole density p₀, is 1.5 kV/cm and lowers the emission barrier by about 0.012 eV. Applied in all directions with capture unchanged, this lowering would raise the hole density by a factor of about 1.6; averaged over the directions of escape, again with capture unchanged, the factor is only about 1.2. At the same current the holes must drift at 2.2×10⁶ cm/s. If their velocity follows μF/(1 + μF/v_s), with F the field and v_s = 10⁷ cm/s, this raises the resistance by about 28% at fixed hole density. The contact's zero-bias depletion, 0.30 µm wide, takes 3% of the layer. None of these changes the contrast: conduction needs holes that remain in the layer, whereas steady blocking needs them to have left.
